# Does negative imaginary terahertz conductivity prove carrier backscattering?

**Question**

I extracted the terahertz conductivity of a doped semiconductor powder dispersed in a transparent polymer. The real part rises with frequency and the imaginary part is negative over most of my band. A Drude metal would give a positive imaginary part in my convention. The Drude–Smith formula fits tolerably with its parameter \(c\) near \(-1\), which is usually read as carriers being thrown backwards when they scatter. The particles are micrometres across, far larger than a mean free path. Does the negative sign establish backscattering, or can ordinary Drude carriers produce it?

**Answer**

Ordinary Drude carriers can produce it if the particles are electrically isolated. The terahertz field displaces the carriers, charge collects on the particle surfaces, and the resulting depolarisation field pulls the carriers back. Below the plasmon resonance of the particle this restoring force makes the averaged response capacitive. The negative sign therefore does not establish backscattering, though it does not exclude it either.

**Conventions and the quantity measured**

I use SI units and fields varying as \(e^{-i\omega t}\); with \(e^{+i\omega t}\) every imaginary part below changes sign. Carriers of charge \(q\), with \(q^2=e^2\), mass \(m\) and density \(n\) lose their mean velocity \(v\) at the rate \(\gamma=1/\tau\):

\[
m(\dot v+\gamma v)=qE_{\rm in}.
\]

Here \(E_{\rm in}\) is the field inside the particle. Since \(\dot v=-i\omega v\), the current density \(nqv\) gives the local conductivity

\[
\sigma_D=\frac{ne^2/m}{\gamma-i\omega}
=\frac{\varepsilon_0\omega_p^2}{\gamma-i\omega},
\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.
\]

Multiplying top and bottom by \(\gamma+i\omega\) shows that \(\operatorname{Im}\sigma_D>0\). The current is also the rate of change of the carrier polarisation \(P_c=\varepsilon_0\chi E_{\rm in}\), so \(\sigma_D=-i\omega\varepsilon_0\chi\) and

\[
\chi=\frac{i\sigma_D}{\varepsilon_0\omega}
=\frac{i\omega_p^2}{\omega(\gamma-i\omega)}
=-\frac{\omega_p^2}{\omega^2+i\omega\gamma}.
\]

The particle permittivity is \(\varepsilon_p=\varepsilon_b+\chi\), where \(\varepsilon_b\) belongs to the carrier-free semiconductor. The host has permittivity \(\varepsilon_h\). I take both as real and constant.

The measured carrier conductivity must be defined as a difference,

\[
\Delta\sigma=-i\omega\varepsilon_0
\left[\varepsilon_{\rm eff}(n)-\varepsilon_{\rm eff}(0)\right],
\]

between the composite with carriers and the same composite without them. If the reference were vacuum, the bound polarisation of polymer and semiconductor would add a negative imaginary part unrelated to carriers.

**The effective permittivity**

Let the particles be spheres much smaller than the wavelength, both in the host and inside the particle, and smaller than the skin depth, occupying a volume fraction \(f\). Consider one sphere of radius \(a\) in a host shell of outer radius \(b\), with \(f=a^3/b^3\). Surround it by a medium of permittivity \(\varepsilon_{\rm eff}\) carrying a uniform field \(E\). We choose \(\varepsilon_{\rm eff}\) so that the coated sphere leaves this outer field undisturbed. Space can then be filled with scaled copies without changing the mean field. For equal spheres placed at random the result is the Maxwell Garnett approximation, which neglects particular close-neighbour arrangements.

The potentials are \(-E_{\rm in}r\cos\theta\) in the core, \((-E_1r+B/r^2)\cos\theta\) in the shell and \(-Er\cos\theta\) outside. Continuity of potential and of normal displacement at \(r=a\) gives

\[
E_{\rm in}=E_1-\frac{B}{a^3},\qquad
\varepsilon_pE_{\rm in}=\varepsilon_h\left(E_1+\frac{2B}{a^3}\right).
\]

Write \(B=\beta a^3E_1\). Eliminating \(E_{\rm in}\) gives \(\varepsilon_p(1-\beta)=\varepsilon_h(1+2\beta)\), hence

\[
\beta=\frac{\varepsilon_p-\varepsilon_h}{\varepsilon_p+2\varepsilon_h}.
\]

At \(r=b\), the same two conditions read \(E=E_1(1-f\beta)\) and \(\varepsilon_{\rm eff}E=\varepsilon_hE_1(1+2f\beta)\). Their ratio is

\[
\varepsilon_{\rm eff}
=\varepsilon_h\frac{1+2f\beta}{1-f\beta}
=\varepsilon_h+\varepsilon_h\frac{3f\beta}{1-f\beta}.
\]

With \(\delta=\varepsilon_p-\varepsilon_h\), we have \(\varepsilon_p+2\varepsilon_h=3\varepsilon_h+\delta\). Therefore

\[
\frac{3f\beta}{1-f\beta}
=\frac{3f\delta}{3\varepsilon_h+(1-f)\delta},
\]

\[
\varepsilon_{\rm eff}=\varepsilon_h+
\frac{f\varepsilon_h\delta}{\varepsilon_h+N\delta},
\qquad N=\frac{1-f}{3}.
\]

**Subtracting the carrier-free composite**

Set \(\delta_b=\varepsilon_b-\varepsilon_h\) and

\[
D=\varepsilon_h+N\delta_b=(1-N)\varepsilon_h+N\varepsilon_b.
\]

With carriers, \(\delta=\delta_b+\chi\), and the denominator becomes \(D+N\chi\). The difference is

\[
\Delta\varepsilon
=f\varepsilon_h\left[\frac{\delta_b+\chi}{D+N\chi}
-\frac{\delta_b}{D}\right]
=f\varepsilon_h\frac{\chi(D-N\delta_b)}{D(D+N\chi)}.
\]

Since \(D-N\delta_b=\varepsilon_h\), this is

\[
\Delta\varepsilon=fg^2\frac{\chi}{1+N\chi/D},
\qquad g=\frac{\varepsilon_h}{D}.
\]

Insert \(\chi\) and multiply numerator and denominator by \(\omega^2+i\omega\gamma\):

\[
\Delta\varepsilon=-\frac{fg^2\omega_p^2}
{\omega^2-\omega_0^2+i\omega\gamma},
\qquad
\omega_0^2=\frac{N}{D}\omega_p^2.
\]

Multiplication by \(-i\omega\varepsilon_0\) gives the conductivity:

\[
\Delta\sigma=W\frac{i\omega}
{\omega^2-\omega_0^2+i\omega\gamma},
\qquad W=fg^2\varepsilon_0\omega_p^2.
\]

**Where the sign comes from**

Multiplying by the complex conjugate of the denominator separates the parts:

\[
\Delta\sigma=W\,
\frac{\omega^2\gamma+i\omega(\omega^2-\omega_0^2)}
{(\omega^2-\omega_0^2)^2+\omega^2\gamma^2}.
\]

The imaginary part is negative for \(0<\omega<\omega_0\), zero at \(\omega_0\) and positive above. In this model the crossing does not depend on \(\tau\). Dividing by \(\omega^2\gamma^2\) gives a form convenient for numbers:

\[
\Delta\sigma=\frac{W}{\gamma}\,\frac{1+iu}{1+u^2},\qquad
u=\omega\tau\left(1-\frac{\omega_0^2}{\omega^2}\right).
\]

The real part peaks where \(u=0\), again at \(\omega_0\).

The field inside the particle shows the mechanism. From the boundary conditions,

\[
\frac{E_{\rm in}}{E}=\frac{1-\beta}{1-f\beta}
=\frac{\varepsilon_h}{\varepsilon_h+N\delta}
=\frac{\varepsilon_h}{D+N\chi}.
\]

Multiplying out and using \(P_c=\varepsilon_0\chi E_{\rm in}\), we find

\[
E_{\rm in}=gE-\frac{N}{\varepsilon_0D}P_c.
\]

The second term is the depolarisation field due to the carriers. For a mean displacement \(x\), \(P_c=nqx\), and the equation of motion becomes

\[
\ddot x+\gamma\dot x+\omega_0^2x=\frac{qg}{m}E.
\]

The carriers are Drude carriers with respect to \(E_{\rm in}\), and a damped oscillator with respect to \(E\).

Two limits are useful. For \(\omega\to0\),

\[
\Delta\sigma\simeq-\frac{i\omega W}{\omega_0^2}
=-i\omega\varepsilon_0\frac{f\varepsilon_h^2}{ND}.
\]

The carrier density has cancelled: the carriers screen the interior, and the composite gains a fixed capacitance. There is no dc current, because charge cannot leave a sphere. For \(\omega\gg\omega_0\), the restoring force is negligible compared with inertia, and \(\Delta\sigma\) tends to \(W/(\gamma-i\omega)\), a Drude response reduced by \(fg^2\).

**Why Drude–Smith can fit**

The Drude–Smith formula assumes that the current after an impulse varies as \(e^{-t/\tau_s}(1+ct/\tau_s)\). Here \(c\) is the fraction of velocity retained after a carrier's first collision; later collisions retain none. A negative \(c\) means reversal. Integrating with \(e^{i\omega t}\) gives

\[
\sigma_{\rm DS}=\frac{\sigma_s}{1-i\omega\tau_s}
\left(1+\frac{c}{1-i\omega\tau_s}\right).
\]

With \(y=\omega\tau_s\), use \(1/(1-iy)=(1+iy)/(1+y^2)\) and its square:

\[
\frac{\operatorname{Im}\sigma_{\rm DS}}{\sigma_s}
=\frac{y}{1+y^2}+\frac{2cy}{(1+y^2)^2}
=\frac{y(1+y^2+2c)}{(1+y^2)^2}.
\]

Within that formula, a negative imaginary part requires \(c<-1/2\). This is a property of the formula, and does not identify the mechanism in a sample.

At \(c=-1\) the bracket equals \(-i\omega\tau_s/(1-i\omega\tau_s)\). Expanding the squared denominator and dividing by \(\tau_s^2\) yields

\[
\sigma_{\rm DS}=\frac{\sigma_s}{\tau_s}\,
\frac{-i\omega}{\tau_s^{-2}-\omega^2-2i\omega/\tau_s}.
\]

The plasmon result can be written \(W(-i\omega)/(\omega_0^2-\omega^2-i\omega\gamma)\). The two agree at every frequency when

\[
\omega_0=\frac1{\tau_s},\qquad
\gamma=\frac2{\tau_s},\qquad \sigma_s=W\tau_s.
\]

Thus, for \(\omega_0\tau=1/2\), isolated Drude particles reproduce a \(c=-1\) Drude–Smith spectrum with \(\tau_s=2\tau\). No measurement of that one spectrum, however precise, can separate the two explanations.

The time domain shows what reverses the current. Give the carriers a unit mean velocity at \(t=0\), before any displacement. At critical damping the solution is

\[
x=t\,e^{-t/2\tau},\qquad
v=\dot x=e^{-t/2\tau}\left(1-\frac{t}{2\tau}\right).
\]

The current changes sign at \(2\tau\) and is most negative at \(4\tau\), where \(v=-e^{-2}\approx-0.135\). Between these times the field contributes

\[
-\omega_0^2\int_{2\tau}^{4\tau}x\,dt
=-(2e^{-1}-3e^{-2}),
\]

while collisions contribute

\[
-\gamma\int_{2\tau}^{4\tau}v\,dt
=-\frac{x(4\tau)-x(2\tau)}{\tau}
=2e^{-1}-4e^{-2}.
\]

The sum is \(-e^{-2}\), as required. I also simulated 200,000 carriers whose velocities were replaced at random collision times by fresh random velocities of zero mean, with a restoring force proportional to their mean displacement. In this interval the field changed the mean velocity by \(-0.331\) of the kick and collisions changed it by \(+0.200\). The exact values above are \(-0.330\) and \(+0.194\); the differences come from the finite time step and sampling noise. The field drives the reverse current and collisions oppose it.

**Numbers for a silicon powder**

Take n-type silicon spheres in a polyethylene-like host at 300 K, with these rough typical values: \(n=10^{17}\ \mathrm{cm^{-3}}\), \(\tau=0.1\) ps, radius 3 µm, \(f=0.05\), \(\varepsilon_b=11.7\) and \(\varepsilon_h=2.3\). The valley masses are 0.19 (transverse, two directions) and 0.92 (longitudinal) electron masses. Equally filled valleys average the inverse mass:

\[
\frac{m}{m_e}=\frac{3}{2/0.19+1/0.92}=0.2583.
\]

This gives a mobility \(e\tau/m=681\ \mathrm{cm^2/Vs}\), a local dc conductivity \(\sigma_0=ne^2\tau/m=1091\) S/m and \(\omega_p/2\pi=5.586\) THz. Next,

\[
N=\frac{0.95}{3}=0.3167,
\]

\[
D=0.6833\times2.3+0.3167\times11.7=5.277,
\]

\[
\frac{\omega_0}{2\pi}=5.586\sqrt{\frac{0.3167}{5.277}}
\ \mathrm{THz}=1.37\ \mathrm{THz}.
\]

The field factor is \(g=2.3/5.277=0.436\), and the peak conductivity is \(W/\gamma=fg^2\sigma_0\), about 10 S/m. At 1 THz, \(\omega\tau=0.628\) and \(u=0.628(1-1.3685^2)=-0.548\). The results at three frequencies are:

- 0.5 THz: \(\Delta\sigma=2.0-4.1i\) S/m; inside the silicon, \(\sigma_D=993+312i\) S/m.
- 1 THz: \(\Delta\sigma=8.0-4.4i\) S/m; inside, \(782+491i\) S/m.
- 2 THz: \(\Delta\sigma=7.2+4.8i\) S/m; inside, \(423+531i\) S/m.

The local imaginary part is positive throughout this list, while the composite value changes sign across the plasmon.

Here \(\omega_0\tau=0.860\), so the Drude–Smith match is imperfect. A least-squares fit from 0.2 to 1.2 THz, with \(c\) restricted to \([-1,0]\), ends at \(c=-1\) and \(\tau_s=0.091\) ps. Its rms misfit is about 11% of the rms magnitude of the spectrum. A noisy measurement might hide that; a precise one would not. With \(\tau\) held fixed, \(\omega_0\propto\sqrt n\), so the identity is reached at

\[
n=10^{17}\left(\frac{0.5}{0.860}\right)^2\mathrm{cm^{-3}}
=3.4\times10^{16}\ \mathrm{cm^{-3}},
\]

where the fit would report \(\tau_s=0.2\) ps.

**How to distinguish the explanations**

Vary the carrier density while keeping the particles, filling and host fixed. For spherical grains with negligible surface depletion, and if \(\tau\) does not depend on carrier energy, the plasmon crossing moves as \(\sqrt n\): four times the density takes it from 1.37 to 2.74 THz. Changing \(\tau\) alone then leaves it in place. Randomly oriented elongated grains have more than one resonance, so their crossing also depends on \(\tau\) and follows the square-root law only approximately. In the Drude–Smith formula the crossing is at \(\omega\tau_s=\sqrt{-1-2c}\), so it stays put if \(c\) and \(\tau_s\) do not vary with density. They might vary, so a square-root shift supports the plasmon explanation without proving it. Its absolute position, predicted from an independently measured density, is a further constraint.

Connectivity matters too. Exchange the roles in the coated sphere, so that doped silicon forms the shell and an insulating hole of permittivity 2.3 fills half the volume. Current can now pass around the hole. At 0.5 THz the carrier contribution has \(\operatorname{Im}\Delta\sigma=+123\) S/m, against \(-4.1\) S/m for the isolated spheres. The silicon fraction also differs between these cases, so the magnitudes are not a like-for-like comparison. Nor does one example fix the sign for every connected network.

**How far real powder departs from the model**

The mobility is of the size expected for bulk n-type silicon at this doping, roughly 700 cm²/Vs. Real powder grains are seldom spheres, and shape shifts the resonance. For an isolated ellipsoid the interior field is still uniform, and \(1/3\) is replaced by a depolarisation factor \(L\) for each axis:

\[
\omega_L^2=\frac{L\omega_p^2}{(1-L)\varepsilon_h+L\varepsilon_b}.
\]

Numerical integration of the standard ellipsoid integral for an elongated spheroid of axis ratio 2 gives \(L=0.174\) along the long axis and \(0.413\) across it. The resonances are 1.17 and 1.44 THz, against 1.38 THz for an isolated sphere. A mixture of shapes and orientations therefore has no single \(\omega_0\). Clustering is not included, and touching grains may break the assumption of isolation altogether.

Other effects also move the crossing:

- **Surface depletion.** An assumed band bending \(V_s=0.5\) V gives a planar depletion width \(\sqrt{2\varepsilon_0\varepsilon_bV_s/(en)}=80\) nm. Solving the layered-sphere potential by finite elements moves the crossing from 1.37 to 1.34 THz.
- **Energy-dependent scattering.** If the scattering time falls as the inverse square root of carrier energy, at unchanged mobility, averaging over a thermal distribution moves the crossing to 1.32 THz. Its independence of \(\tau\) thus belongs to the constant-\(\tau\) model. Ionised-impurity scattering, whose time rises with carrier energy, can lower the crossing further: to about 1.13 THz if the time rises as the 3/2 power of energy, again at unchanged mobility.
- **Finite size.** The Mie series for forward scattering, with multipoles up to third order, moves the isolated-sphere crossing from 1.384 to 1.375 THz. The shift grows with density and size. At four times the density the crossing moves from 2.77 to 2.71 THz, and for a 10 µm radius at the original density it falls to 1.27 THz. For a 10 µm radius at \(10^{19}\ \mathrm{cm^{-3}}\), with a bulk mobility near 115 cm²/Vs, the skin depth at 1 THz is 3.7 µm. The magnetic terms of the series then halve the negative imaginary part at 1 THz, and the sign changes near 2.4 THz although the quasi-static plasmon lies at 13.8 THz.

The Debye length is 13 nm and the thermal mean free path 23 nm, both far below the 3 µm radius, which supports a local conductivity. The density is 0.4% of the conduction-band effective density of states, so classical carrier statistics are adequate.

For your powder, I would first establish whether the grains touch, then estimate the plasmon frequencies from the carrier density and mass, the grain shapes and filling, and the permittivities of grain and host. If the grains are isolated, small compared with the wavelength inside them and with the skin depth, and your band lies well below these frequencies, the negative sign is already expected from Drude carriers. Larger or more heavily doped grains need the full scattering calculation, since their sign can change far below the plasmon. Close to them, the spread of shapes and the energy dependence of scattering can change the sign. Backscattering would need separate evidence.
